# Why Sommerfeld's spinless energies do not make electron spin irrelevant: test program

```python
"""Sommerfeld orbits, Klein-Gordon waves and Dirac waves in a Coulomb field.

Result under test: all three have the bound energies (rest energy removed)
  E(n,K) = c^2 { [1 + a^2/(n-K+sqrt(K^2-a^2))^2]^(-1/2) - 1 },  a = Z/c,
with K = k (Sommerfeld), K = l+1/2 (Klein-Gordon), K = j+1/2 = |kappa| (Dirac).
Sommerfeld and Dirac energies agree, but the number of levels and states and
the electric-dipole lines do not.
Symbols: Z nuclear charge, c speed of light, n principal quantum number,
l orbital and j total angular momentum, kappa = l for j = l-1/2 and
kappa = -(l+1) for j = l+1/2. Hartree atomic units throughout.
"""
from math import sqrt, exp, log, pi, expm1, log1p, factorial
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lpmv

c = 1.0 / constants.fine_structure
hartree_kev = constants.physical_constants["Hartree energy in eV"][0] / 1000
Z = 50
a = Z / c


def formula(n, K, charge=Z):
    strength = charge / c
    N = n - K + sqrt(K * K - strength**2)
    return c * c * expm1(-0.5 * log1p((strength / N) ** 2))


# ---- Sommerfeld: energies from the orbit itself --------------------------
def turning_points(k, eps):
    inverse = np.roots([a * a - k * k, 2 * Z * (1 + eps / c**2),
                        2 * eps + eps**2 / c**2])
    return np.sort(1 / np.real(inverse))


def radial_quanta(k, eps):
    """Closed integral of the radial momentum divided by 2 pi."""
    r_in, r_out = turning_points(k, eps)
    half = (r_out - r_in) / 2
    theta = (np.arange(600) + 0.5) * pi / 600
    r = (r_in + r_out) / 2 - half * np.cos(theta)
    kinetic = eps + Z / r
    p2 = 2 * kinetic + kinetic**2 / c**2 - k * k / r**2
    integrand = np.sqrt(np.maximum(p2, 0)) * half * np.sin(theta)
    return 2 * np.sum(integrand) * (pi / 600) / (2 * pi)


def circular_energy(k):
    def energy(r):
        return c * c * (sqrt(1 + (k / (c * r)) ** 2) - 1) - Z / r
    scale = k * k / Z
    return minimize_scalar(energy, bounds=(0.3 * scale, 2 * scale),
                           method="bounded", options={"xatol": 1e-10}).fun


orbit = {}
for k in (1, 2, 3):
    lowest = circular_energy(k)
    orbit[k, k] = lowest
    for n in range(k + 1, 4):
        orbit[n, k] = brentq(lambda e: radial_quanta(k, e) - (n - k),
                             0.999 * lowest, -Z * Z / 72, xtol=1e-10)
for (n, k), energy in orbit.items():
    assert abs(energy / formula(n, k) - 1) < 1e-8, (n, k, energy)


# ---- Wave equations: shooting in x = ln r --------------------------------
def dirac_problem(kappa, eps, decay):
    g = sqrt(kappa**2 - a * a)

    def rhs(x, y):
        r = exp(x)
        return [-kappa * y[0] + ((eps / c + 2 * c) * r + a) * y[1],
                kappa * y[1] - (eps / c * r + a) * y[0]]
    inner = -a / (g - kappa) if kappa < 0 else (g + kappa) / a
    return rhs, inner, lambda r: -decay / (2 * c + eps / c)


def klein_gordon_problem(l, eps, decay):
    def rhs(x, y):
        r = exp(x)
        t = eps * r + Z
        return [y[1], y[1] + (l * (l + 1) - 2 * t * r - t * t / c**2) * y[0]]
    inner = 0.5 + sqrt((l + 0.5) ** 2 - a * a)
    return rhs, inner, lambda r: -decay * r


def mismatch(problem, label, eps):
    """Zero when the solution regular at r=0 also decays at large r."""
    decay = sqrt(-eps * (2 + eps / c**2))
    rhs, inner, outer = problem(label, eps, decay)
    r_match, r_far = Z / -eps, Z / -eps + 36 / decay
    ends = []
    for r_start, ratio in ((1e-8, inner), (r_far, outer(r_far))):
        run = solve_ivp(rhs, (log(r_start), log(r_match)), [1.0, ratio],
                        method="DOP853", rtol=1e-10, atol=1e-10)
        ends.append(run.y[:, -1] / np.linalg.norm(run.y[:, -1]))
    return ends[0][0] * ends[1][1] - ends[0][1] * ends[1][0]


def find_levels(problem, label):
    """All levels between -2000 and -105 hartree (n up to 3 for Z = 50)."""
    grid = -np.geomspace(2000, 105, 13)
    values = [mismatch(problem, label, e) for e in grid]
    return [brentq(lambda e: mismatch(problem, label, e), grid[i],
                   grid[i + 1], xtol=1e-8, rtol=1e-11)
            for i in range(12) if values[i] * values[i + 1] < 0]


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


dirac, spinless = {}, {}
for kappa in (-1, 1, -2, 2, -3, 3, -4):
    for i, energy in enumerate(find_levels(dirac_problem, kappa)):
        dirac[orbital_l(kappa) + 1 + i, kappa] = energy
for l in (0, 1, 2):
    for i, energy in enumerate(find_levels(klein_gordon_problem, l)):
        spinless[l + 1 + i, l] = energy
assert len(dirac) == 9 and len(spinless) == 6
for (n, kappa), energy in dirac.items():
    assert abs(energy / formula(n, abs(kappa)) - 1) < 1e-7, (n, kappa)
    assert abs(energy / orbit[n, abs(kappa)] - 1) < 1e-7
for (n, l), energy in spinless.items():
    assert abs(energy / formula(n, l + 0.5) - 1) < 1e-7, (n, l)

# ---- Why only |kappa| enters: second-order form of the Dirac pair --------
r, ks, As, Es, cs = sp.symbols("r kappa a E c", positive=True)
w = Es / cs + As / r
first = sp.Matrix([[-ks / r, w + cs], [cs - w, ks / r]])
B = sp.Matrix([[ks, -As], [As, -ks]])
claimed = (((ks**2 - As**2) * sp.eye(2) + B) / r**2
           - (2 * As * Es / (cs * r) + Es**2 / cs**2 - cs**2) * sp.eye(2))
assert (first.diff(r) + first * first - claimed).expand() == sp.zeros(2)
assert (B * B - (ks**2 - As**2) * sp.eye(2)).expand() == sp.zeros(2)


def coupling_into_plus(kappa):
    """Coupling from u_minus into u_plus at the n_r = 0 energy, over c."""
    g = sqrt(kappa**2 - a * a)
    e_over_c2 = g / abs(kappa)
    values, vectors = np.linalg.eig(np.array([[kappa, -a], [a, -kappa]]))
    vectors = vectors[:, np.argsort(-values)]
    constant = np.array([[0, e_over_c2 + 1], [1 - e_over_c2, 0]])
    return (np.linalg.inv(vectors) @ constant @ vectors)[0, 1]


for kappa in (1, 2, 3):
    assert abs(coupling_into_plus(-kappa)) < 1e-10
    assert abs(coupling_into_plus(kappa)) > 0.1

# ---- Dipole rule of the orbit: integrate the equations of motion ---------
k_orb, n_orb = 1, 2
r_in = turning_points(k_orb, orbit[n_orb, k_orb])[0]


def motion(t, s):
    x, y, px, py = s
    mass = sqrt(1 + (px * px + py * py) / c**2)
    pull = -Z / (x * x + y * y) ** 1.5
    return [px / mass, py / mass, pull * x, pull * y]


def radial_turn(t, s):
    return s[0] * s[2] + s[1] * s[3]


radial_turn.direction = 1
t_guess = 2 * pi * n_orb**3 / Z**2
path = solve_ivp(motion, (0, 2.5 * t_guess), [r_in, 0, 0, k_orb / r_in],
                 method="DOP853", rtol=1e-11, atol=1e-12,
                 events=radial_turn, dense_output=True)
period = [t for t in path.t_events[0] if t > 0.2 * t_guess][0]
advance = 2 * pi * k_orb / sqrt(k_orb**2 - a * a)
times = np.linspace(0.05, 0.95, 10) * period
early, late = path.sol(times), path.sol(times + period)
z_early, z_late = early[0] + 1j * early[1], late[0] + 1j * late[1]
assert np.max(np.abs(z_late / z_early - np.exp(1j * advance))) < 1e-5

# ---- Dipole rule of Dirac states: angular integrals with spin ------------
nodes, node_weights = np.polynomial.legendre.leggauss(12)
azimuth = np.arange(16) * 2 * pi / 16
cos_t, phi = [g.ravel() for g in np.meshgrid(nodes, azimuth, indexing="ij")]
weights = np.repeat(node_weights, 16) * 2 * pi / 16
sin_t = np.sqrt(1 - cos_t**2)
directions = (sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t)


def harmonic(l, m):
    q = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - q) / factorial(l + q))
    value = norm * lpmv(q, l, cos_t) * np.exp(1j * q * phi)
    return value if m >= 0 else (-1) ** q * value.conj()


def spin_angle_states(kappa):
    """States of given kappa from diagonalizing L.S in the product basis."""
    l = orbital_l(kappa)
    m = np.arange(-l, l + 1)
    raise_l = np.diag(np.sqrt(l * (l + 1) - m[:-1] * (m[:-1] + 1.0)), -1)
    raise_s = np.array([[0.0, 0.0], [1.0, 0.0]])
    ls = (np.kron(np.diag(m), np.diag([-0.5, 0.5]))
          + 0.5 * np.kron(raise_l, raise_s.T)
          + 0.5 * np.kron(raise_l.T, raise_s))
    values, vectors = np.linalg.eigh(ls)
    return vectors[:, np.abs(values + (kappa + 1) / 2) < 1e-9]


def angular_strength(kappa1, kappa2):
    l1, l2 = orbital_l(kappa1), orbital_l(kappa2)
    y1 = np.array([harmonic(l1, m) for m in range(-l1, l1 + 1)])
    y2 = np.array([harmonic(l2, m) for m in range(-l2, l2 + 1)])
    v1, v2 = spin_angle_states(kappa1), spin_angle_states(kappa2)
    total = 0.0
    for component in directions:
        matrix = np.kron((y1.conj() * weights * component) @ y2.T, np.eye(2))
        total += np.sum(np.abs(v1.T @ matrix @ v2) ** 2)
    return total


kappas = (-1, 1, -2, 2, -3, 3, -4)
strength = {(p, q): angular_strength(p, q) for p in kappas for q in kappas}
for (p, q), value in strength.items():
    allowed = (abs(orbital_l(p) - orbital_l(q)) == 1
               and abs(abs(p) - abs(q)) <= 1)
    assert (value > 1e-10) == allowed, (p, q, value)
ratio_doublet = strength[-2, -1] / strength[1, -1]
assert abs(ratio_doublet - 2) < 1e-10


# ---- Counting levels, states and lines -----------------------------------
def distinct(values, gap=0.01):
    return 1 + int(np.sum(np.diff(np.sort(values)) > gap))


def dirac_lines(upper, lower):
    return [e1 - e2 for (n1, p), e1 in dirac.items() if n1 == upper
            for (n2, q), e2 in dirac.items() if n2 == lower
            and strength[p, q] > 1e-10]


def orbit_lines(upper, lower):
    return [e1 - e2 for (n1, p), e1 in orbit.items() if n1 == upper
            for (n2, q), e2 in orbit.items() if n2 == lower
            and abs(p - q) == 1]


print(f"Z = {Z}, c = {c:.6f} a.u., a = Z/c = {a:.6f}")
print(f"sqrt(K^2-a^2): K=1 {sqrt(1-a*a):.6f}, K=2 {sqrt(4-a*a):.6f}")
print("Energies in hartree: orbit action integral / Dirac shooting")
for (n, kappa), energy in sorted(dirac.items()):
    print(f" n={n} kappa={kappa:+d} l={orbital_l(kappa)} "
          f"j={2*abs(kappa)-1}/2 K={abs(kappa)}: "
          f"{orbit[n, abs(kappa)]:.4f} / {energy:.4f}")
print("Klein-Gordon (spinless wave) energies in hartree, shooting")
for (n, l), energy in sorted(spinless.items()):
    print(f" n={n} l={l} K={l+0.5}: {energy:.4f}")
print("Counts per n: distinct energies orbit, Dirac; labelled Dirac levels;")
print(" states Dirac; orbits without m=0, with m=0; Klein-Gordon states")
for n in (1, 2, 3):
    labels = [q for (m, q) in dirac if m == n]
    n_orbit = distinct([e for (m, q), e in orbit.items() if m == n])
    n_dirac = distinct([e for (m, q), e in dirac.items() if m == n])
    states = sum(spin_angle_states(q).shape[1] for q in labels)
    no_zero = sum(2 * q for (m, q) in orbit if m == n)
    with_zero = sum(2 * q + 1 for (m, q) in orbit if m == n)
    scalar = sum(2 * q + 1 for (m, q) in spinless if m == n)
    assert n_orbit == n_dirac == n and len(labels) == 2 * n - 1
    assert states == 2 * n * n and scalar == n * n
    assert no_zero == n * (n + 1) and with_zero == n * (n + 2)
    print(f" n={n}: {n_orbit}, {n_dirac}; {len(labels)}; {states}; "
          f"{no_zero}, {with_zero}; {scalar}")

for upper, lower, expected in ((2, 1, (1, 2, 2)), (3, 2, (3, 5, 7))):
    old, new = orbit_lines(upper, lower), dirac_lines(upper, lower)
    counts = (distinct(old), distinct(new), len(new))
    assert counts == expected, counts
    print(f"Lines n={upper}->{lower}: orbit {counts[0]}, Dirac distinct "
          f"{counts[1]}, Dirac components {counts[2]}")

line_half = dirac[2, 1] - dirac[1, -1]
line_three_half = dirac[2, -2] - dirac[1, -1]
split = line_three_half - line_half
print(f"2p1/2->1s1/2: {line_half:.4f} hartree = "
      f"{line_half*hartree_kev:.4f} keV (absent for orbits)")
print(f"2p3/2->1s1/2: {line_three_half:.4f} hartree = "
      f"{line_three_half*hartree_kev:.4f} keV")
print(f"Orbit line n=2->1: {orbit_lines(2, 1)[0]:.4f} hartree")
print(f"Doublet splitting: {split:.4f} hartree = "
      f"{split*hartree_kev*1000:.2f} eV")
print(f"Angular strengths to 1s1/2: 2p3/2 {strength[-2, -1]:.6f}, "
      f"2p1/2 {strength[1, -1]:.6f}, ratio {ratio_doublet:.6f}")

spread_scalar = spinless[2, 1] - spinless[2, 0]
print(f"n=2 spread, Z={Z}: Klein-Gordon {spread_scalar:.4f}, "
      f"Dirac {split:.4f} hartree, ratio {spread_scalar/split:.4f}")
light_ratio = ((formula(2, 1.5, 1) - formula(2, 0.5, 1))
               / (formula(2, 2, 1) - formula(2, 1, 1)))
assert abs(light_ratio - 8 / 3) < 1e-3
print(f"n=2 spread ratio Klein-Gordon/Dirac at Z=1: {light_ratio:.5f}")
print(f"Klein-Gordon s states need Z < c/2 = {c/2:.2f}")
turn = np.angle(z_late[0] / z_early[0]) + 2 * pi
print(f"Orbit n=2 k=1: radial period {period:.6f} a.u., angle per period "
      f"{turn:.6f} rad (formula {advance:.6f})")
print("tests ok")
```

Running it gives:

```
Z = 50, c = 137.035999 a.u., a = Z/c = 0.364868
sqrt(K^2-a^2): K=1 0.931059, K=2 1.966436
Energies in hartree: orbit action integral / Dirac shooting
 n=1 kappa=-1 l=0 j=1/2 K=1: -1294.6261 / -1294.6261
 n=2 kappa=-2 l=1 j=3/2 K=2: -315.1444 / -315.1444
 n=2 kappa=-1 l=0 j=1/2 K=1: -326.4948 / -326.4948
 n=2 kappa=+1 l=1 j=1/2 K=1: -326.4948 / -326.4948
 n=3 kappa=-3 l=2 j=5/2 K=3: -139.4063 / -139.4063
 n=3 kappa=-2 l=1 j=3/2 K=2: -140.4579 / -140.4579
 n=3 kappa=-1 l=0 j=1/2 K=1: -143.8298 / -143.8298
 n=3 kappa=+1 l=1 j=1/2 K=1: -143.8298 / -143.8298
 n=3 kappa=+2 l=2 j=3/2 K=2: -140.4579 / -140.4579
Klein-Gordon (spinless wave) energies in hartree, shooting
 n=1 l=0 K=0.5: -1548.6561
 n=2 l=0 K=0.5: -357.9618
 n=2 l=1 K=1.5: -318.7653
 n=3 l=0 K=0.5: -152.8882
 n=3 l=1 K=1.5: -141.5399
 n=3 l=2 K=2.5: -139.8238
Counts per n: distinct energies orbit, Dirac; labelled Dirac levels;
 states Dirac; orbits without m=0, with m=0; Klein-Gordon states
 n=1: 1, 1; 1; 2; 2, 3; 1
 n=2: 2, 2; 3; 8; 6, 8; 4
 n=3: 3, 3; 5; 18; 12, 15; 9
Lines n=2->1: orbit 1, Dirac distinct 2, Dirac components 2
Lines n=3->2: orbit 3, Dirac distinct 5, Dirac components 7
2p1/2->1s1/2: 968.1313 hartree = 26.3442 keV (absent for orbits)
2p3/2->1s1/2: 979.4818 hartree = 26.6531 keV
Orbit line n=2->1: 979.4818 hartree
Doublet splitting: 11.3504 hartree = 308.86 eV
Angular strengths to 1s1/2: 2p3/2 1.333333, 2p1/2 0.666667, ratio 2.000000
n=2 spread, Z=50: Klein-Gordon 39.1965, Dirac 11.3504 hartree, ratio 3.4533
n=2 spread ratio Klein-Gordon/Dirac at Z=1: 2.66687
Klein-Gordon s states need Z < c/2 = 68.52
Orbit n=2 k=1: radial period 0.019076 a.u., angle per period 6.748426 rad (formula 6.748426)
tests ok
```
